# Positive Cavity Shift of a Molecular Ground State at Second Order, part 2

A molecule with \(N\) electrons and clamped nuclei is coupled to one cavity mode of frequency \(\omega\). We ask whether a reduced model may omit the dipole self-energy \(\tfrac12D^2\), and when a fast mode may be removed altogether. Hartree atomic units are used, and shifts are measured from \(E_0+\omega/2\).

The electronic Hamiltonian \(H_e\) has eigenstates \(|n\rangle\) with energies \(E_n\) and a non-degenerate ground state \(|0\rangle\). We write \(w_n=E_n-E_0\) and \(D_{n0}=\langle n|D|0\rangle\). Along the polarization, electron \(i\) has position \(z_i\) and momentum \(p_i\), the total electron momentum is \(P=\sum_ip_i\), and the total dipole is \(\mu\). The coupled dipole is \(D=\lambda\mu\), with \(\lambda=\sqrt{4\pi/V}\) for mode volume \(V\), so \(\partial D/\partial z_i=-\lambda\). With mode coordinate \(q\) and momentum \(p\),

\[
H=H_e+\tfrac12\left[p^2+(\omega q-D)^2\right].
\]

The linear term is \(-\omega qD=-\sqrt{\omega/2}\,D(a+a^\dagger)\), where \(a\) removes a photon. In the equivalent vector-potential form, the uniform field is \(A=\lambda Q\), with \(Q\) the oscillator coordinate of the mode.

To order \(\lambda^2\) the shift is

\[
\Delta E_2=\frac12\sum_n|D_{n0}|^2\frac{w_n}{w_n+\omega}>0 .
\]

We also have \([H_e,D]=i\lambda P\), the sum rule \(\sum_nw_n|D_{n0}|^2=\lambda^2N/2\), and, with averages taken in \(|0\rangle\), the two-sided bound

\[
\frac{\lambda^2}{4\omega}\left[N-\frac{2\langle P^2\rangle}{\omega}\right]\le\Delta E_2\le\frac{\lambda^2N}{4\omega}.
\]

For one electron in a harmonic well of frequency \(\Omega\), the exact solution is

\[
\Delta E=\tfrac12\left[\sqrt{(\Omega+\omega)^2+\lambda^2}-(\Omega+\omega)\right]
=\frac{\lambda^2}{4(\Omega+\omega)}+O(\lambda^4).
\]

The numerical example is a one-dimensional model molecule with two electrons in a singlet state. Centres of charge 1.4 and 0.6 stand at \(-1\) and \(+1\) bohr, and all Coulomb interactions are softened with a length of 1 bohr. Its mean squared dipole is 2.4193. The main case has \(\lambda=0.05\) and \(\omega=0.5\) hartree, which gives \(\Delta E_2=1.341\times10^{-3}\) hartree.

### One mean excitation energy

At ordinary frequencies the two sides above may lie far apart. A closer estimate follows from the first two moments. Let

\[
S=\sum_{n\ne0}|D_{n0}|^2={\rm Var}(D),\qquad M=\sum_nw_n|D_{n0}|^2=\frac{\lambda^2N}{2},\qquad \bar w=\frac MS .
\]

Apply the Cauchy-Schwarz inequality to the numbers \(|D_{n0}|/\sqrt{w_n+\omega}\) and \(|D_{n0}|\sqrt{w_n+\omega}\), with \(n\ne0\):

\[
S^2\le\left(\sum_{n\ne0}\frac{|D_{n0}|^2}{w_n+\omega}\right)(M+\omega S).
\]

Because \(w/(w+\omega)=1-\omega/(w+\omega)\), this gives

\[
\Delta E_2\le\frac12\left(S-\frac{\omega S^2}{M+\omega S}\right)=\frac12\,\frac{SM}{M+\omega S}=\frac{\lambda^2N}{4(\bar w+\omega)} .
\]

The right side is \(N\) times the second-order result for one harmonic electron of frequency \(\bar w\). A lower bound comes from replacing every \(w_n\) by the lowest excitation energy \(w_1\) of the same spin as the ground state, because \(D\) does not act on spin and \(w/(w+\omega)\) increases with \(w\):

\[
\Delta E_2\ge\tfrac12{\rm Var}(D)\,\frac{w_1}{w_1+\omega}.
\]

The model has dipole variance 2.37565, so \(\bar w=1/2.37565=0.4209\) hartree, and \(w_1=0.3845\) hartree. The last digits depend on the box: widening it from \(\pm9.6\) to \(\pm12\) bohr gives a variance of 2.3757 and \(w_1=0.3843\) hartree. For the main case, \(\lambda=0.05\) and \(\omega=0.5\) hartree, the upper bound is \(0.00125/0.9209=1.357\times10^{-3}\) hartree. The lower bound is \(2.970\times10^{-3}\times0.3845/0.8845=1.291\times10^{-3}\) hartree. The second-order value \(1.341\times10^{-3}\) hartree lies between them. A ground-state dipole variance and one excitation energy thus fix the shift here to within a few per cent.

### The effective electronic operator

To build a model without an explicit photon, divide the wavefunction into a vacuum part \(\varphi_0\) and a one-photon part \(\varphi_1\). Let \(\varepsilon\) be the total energy minus \(\omega/2\). To leading order the one-photon equation is

\[
(H_e+\omega-\varepsilon)\varphi_1=\sqrt{\omega/2}\,D\varphi_0 .
\]

Solve for \(\varphi_1\), insert it in the vacuum equation, and replace \(\varepsilon\) by \(E_0\) in the correction, which is already of order \(\lambda^2\). The effective Hamiltonian for the ground state is

\[
H_{\rm eff}=H_e+\tfrac12D^2-\frac{\omega}{2}D\,\frac{1}{H_e-E_0+\omega}\,D .
\]

Writing \(D^2\) as \(D\,1\,D\) and combining the two middle factors,

\[
H_{\rm eff}=H_e+\tfrac12D\,\frac{H_e-E_0}{H_e-E_0+\omega}\,D .
\]

Its correction has the expectation value \(\Delta E_2\) in \(|0\rangle\). One linear equation, \((H_e-E_0+\omega)y=D|0\rangle\), replaces the sum over excited states. In the main case this route gives the same shift as the sum, to the seven digits printed.

The energy \(E_0\) in the operator ties it to the ground state. For an excited state \(|k\rangle\) with an empty mode, the same derivation has \(E_n-E_k\) in place of \(w_n\). States below \(k\) can then give negative terms, and the expansion fails where \(E_k-E_n=\omega\) for a state with \(D_{nk}\ne0\). For an excited state a positive shift is therefore not guaranteed.

### What a fast mode leaves in energy differences

The leading term \(\lambda^2N/(4\omega)\) contains no property of the molecule except its number of electrons. It has a direct meaning: a field \(A=\lambda Q\) with \(\langle Q^2\rangle=1/(2\omega)\) in the vacuum gives each electron the kinetic energy \(\langle A^2\rangle/2=\lambda^2/(4\omega)\).

Two geometries of the same molecule, in the same mode, therefore receive the same leading shift. What remains in their energy difference is, to the next order in \(1/\omega\),

\[
-\frac{\lambda^2}{2\omega^2}\left(\langle P^2\rangle_{\rm B}-\langle P^2\rangle_{\rm A}\right)
\]

for geometry B relative to A. This difference may have either sign, although each separate shift is positive. In processes that change the number of electrons, such as ionization, the leading term doesn't cancel between the bound species.

### Bounds that do not use perturbation theory

The sign could still be suspected of being an artefact of second order. The square in \(H\) settles this. At each fixed set of electron positions \(D\) is a number, and \(\tfrac12[p^2+(\omega q-D)^2]\) is an oscillator displaced to \(q=D/\omega\). Its lowest energy is \(\omega/2\), whatever the displacement. Hence \(H\ge H_e+\omega/2\), and the exact shift satisfies \(\Delta E\ge0\).

Equality would require a state that is the electronic ground state times a function of \(q\), and also follows the displacement \(D/\omega\) at every electron position. Since \(D\) varies over the molecule, no state does both. If the coupled system has a bound ground state, its shift is strictly positive.

For an upper bound, displace the mode with \(S_D=e^{-ipD/\omega}\). Then

\[
S_D^\dagger qS_D=q+\frac D\omega,\qquad
S_D^\dagger p_iS_D=p_i-\frac p\omega\frac{\partial D}{\partial z_i}=p_i+\frac{\lambda p}{\omega}.
\]

The first relation removes \(D\) from the square. The second changes the kinetic energy, and the transformed Hamiltonian is

\[
S_D^\dagger HS_D=H_e+\tfrac12(p^2+\omega^2q^2)+\frac{\lambda}{\omega}pP+\frac{N\lambda^2}{2\omega^2}p^2 .
\]

Take the electronic ground state times the photon vacuum as a trial state. There \(\langle p\rangle=0\) and \(\langle p^2\rangle=\omega/2\), so the variational principle gives

\[
0\le\Delta E\le\frac{N\lambda^2}{2\omega^2}\,\frac\omega2=\frac{\lambda^2N}{4\omega}.
\]

At fixed \(\lambda\) the exact shift is therefore forced to zero at high frequency, even for a coupling too strong for second order.

A different trial state serves slow modes. Leave the electrons in \(|0\rangle\) and centre the photon vacuum at \(\langle D\rangle/\omega\). In the expectation value of the square, the cross term between \(q-\langle D\rangle/\omega\) and \(D-\langle D\rangle\) vanishes, and

\[
\Delta E\le\tfrac12{\rm Var}(D).
\]

At \(\lambda=0.3\) and \(\omega=0.5\) hartree, diagonalization of the model gives \(4.58\times10^{-2}\) hartree. The two upper bounds are \(9.00\times10^{-2}\) and \(1.07\times10^{-1}\) hartree. The second-order formula gives \(4.83\times10^{-2}\) hartree, 5.5% above the diagonalized value. At \(\lambda=0.05\) its largest error in the frequency scan is 0.75%, at \(\omega=0.05\) hartree, relative to diagonalization.

### High frequency at fixed what?

The limit depends on what is held constant. At fixed \(\lambda\), thus at fixed mode volume, the shift falls as \(1/\omega\). Some models instead fix the coefficient \(g=\lambda\sqrt{\omega/2}\) of the linear term. Then \(\lambda^2=2g^2/\omega\), and the shift approaches \(g^2N/(2\omega^2)\).

If \(\lambda^2=\kappa\omega\) with constant \(\kappa\), it approaches \(\kappa N/4\) and does not vanish. For \(\kappa=2\times10^{-4}\) the limit is \(1.000\times10^{-4}\) hartree, and diagonalization at \(\omega=200\) hartree gives \(0.998\times10^{-4}\) hartree. If a cavity is scaled down with its wavelength, \(V\propto\omega^{-3}\) and \(\lambda^2\propto\omega^3\), so the leading second-order term grows as \(\omega^2\). This holds while \(\lambda^2N\ll\omega^2\); beyond that the oscillator solution grows only as \(\lambda\propto\omega^{3/2}\).

These are limits of the single-mode dipole model. A real mode of sufficiently high frequency has a wavelength comparable with the molecule, and the assumption of a uniform field then fails. The values of 50 and 200 hartree test the algebra and do not describe a proposed cavity.

### Reduced models and the square of the dipole

A few-state model keeps a projector \(P_K\) on \(K\) electronic eigenstates, including \(|0\rangle\). Let \(Q_K=1-P_K\). The linear coupling then contains the projected dipole \(D_K=P_KDP_K\). For the self-energy there are two candidates: the square of the projected dipole, or the projection of the full square. They differ by

\[
P_KD^2P_K-D_K^2=P_KD(P_K+Q_K)DP_K-P_KDP_KDP_K=P_KDQ_KDP_K .
\]

With \(D_K^2\), the second-order derivation goes through with every sum restricted to the retained states:

\[
\Delta E_K=\frac12\sum_{n\in K}|D_{n0}|^2\frac{w_n}{w_n+\omega}.
\]

This shift is non-negative and vanishes at high frequency. The complete square also survives in the form \(\tfrac12[p^2+(\omega q-D_K)^2]\), so the lower bound \(\Delta E\ge0\) holds in the model at any coupling.

With the projected full square, the self-energy contains transitions to states that the linear coupling cannot reach. Their cancelling partners are missing, and to order \(\lambda^2\) there remains

\[
\tfrac12\langle0|DQ_KD|0\rangle=\tfrac12\sum_{n\notin K}|D_{n0}|^2,
\]

which does not depend on \(\omega\).

The two lowest singlet states of the model molecule show the size of the effect at \(\lambda=0.05\) and \(\omega=50\) hartree. The consistent choice gives \(1.96\times10^{-5}\) hartree, against \(2.48\times10^{-5}\) hartree with all states. It is 21% too low, since the omitted states carry part of the sum rule. The projected full square gives \(4.24\times10^{-4}\) hartree, about 17 times the value with all states. The predicted leftover is \(4.06\times10^{-4}\) hartree, and the difference between the two diagonalized models is \(4.04\times10^{-4}\) hartree. These two-state values involve the more diffuse excited state and move by up to 2% with the box: for \(\pm12\) bohr in place of \(\pm9.6\) bohr the two models give \(1.95\times10^{-5}\) and \(4.31\times10^{-4}\) hartree.

The same identity applies to a finite orbital basis. There \(D^2\) contains one-electron terms \(\lambda^2z_i^2\). Evaluating them with integrals of \(z^2\) projects the full square, while multiplying dipole matrices gives the square of the projected dipole. The results approach each other as the basis becomes complete.

### Choosing the terms in a calculation

If the self-energy is omitted, the second-order shift is negative and tends to \(-\tfrac12\langle D^2\rangle\) at high frequency. For the main coupling this limit is \(-3.02\times10^{-3}\) hartree. Moreover, the full Hamiltonian then has no ground state. Completing the square leaves \(-\tfrac12D^2\), so an electron moved a distance \(L\) along the polarization, with the mode displaced to match, lowers the energy by about \(\lambda^2L^2/2\) at large \(L\). A small basis can hide this by keeping the electron near the molecule.

A few-state model that keeps a fast mode should use the same dipole matrix in the linear term and in the square. For a slower mode this choice is not always the more accurate one. To order \(\lambda^2\) it puts the shift too low by \(\tfrac12\sum_{n\notin K}|D_{n0}|^2w_n/(w_n+\omega)\), while the projected full square puts it too high by \(\tfrac12\sum_{n\notin K}|D_{n0}|^2\omega/(w_n+\omega)\). The second error is the smaller one when \(\omega\) lies below all the omitted excitation energies. A model that removes a fast mode should remove both terms together. The neglected absolute shift is then at most \(\lambda^2N/(4\omega)\), which can be compared with the accuracy required before the mode is dropped. For energy differences between geometries at fixed \(N\), the next term, with \(\langle P^2\rangle\), gives the scale only when \(\omega\) is well above the excitation energies that dominate the sum rule. At lower frequencies \(\Delta E_2\) should be evaluated for each geometry.

The positive sign and the rule to keep the square are derived for a transverse mode with a uniform field. Mode volumes near 1 nm\(^3\) lie far below a wavelength cubed, where the coupling to the surroundings is largely Coulombic. Two distant collinear neutral dipoles interact to leading order through \(-2x_1x_2/R^3\), with no term in \(x_1^2\), and this lowers the ground state. Such near-field structures are not described by the Hamiltonian above, and the sign of their shift does not follow from it.

The derivation assumes a potential that depends on positions alone. With a non-local pseudopotential, or a mean-field Hamiltonian with non-local exchange, \([H_e,D]\) acquires a further term and the coefficient \(\lambda^2N/(4\omega)\) need not hold. Moving nuclei add their own kinetic energies and charges to the sum rule. With several modes the second-order shifts add, because each one-photon state belongs to one mode and the self-energy is a sum over modes. The printed values for all the cases are in the numerical output below.

## Computed values

```
MODEL MOLECULE
centre charges: 1.4, 0.6 e
centre positions: -1.0, 1.0 bohr
softening length: 1.0 bohr; electrons: 2
grid: 49 points per electron, spacing 0.4 bohr
singlet basis states: 1225
electronic ground energy: -1.94830 hartree
first singlet excitation: 0.38448 hartree
permanent dipole: 0.20885 e bohr
mean squared dipole: 2.41927 e^2 bohr^2
dipole variance: 2.37565 e^2 bohr^2
relative change of shift on other grid: 3.3e-06
MAIN CASE
lambda: 0.05 a.u.; omega: 0.5 hartree
mode volume: 5026.5 bohr^3 = 0.7449 nm^3
self-energy, first order: 3.024086e-03 hartree
bilinear, second order: -1.683562e-03 hartree
permanent-dipole part of each: +/-5.452491e-05 hartree
total shift, formula: 1.340524e-03 hartree
total shift, formula: 36.4775 meV
total shift, resolvent: 1.340524e-03 hartree
total shift, diagonalized: 1.338353e-03 hartree
remainder ratio on doubling lambda: 15.956
change for dipole offset 3.0: 6.5e-19 hartree
FREQUENCY SCAN, all in hartree
omega | formula | diagonalized | bound lam^2 N/(4 omega)
  0.05 | 2.64419e-03 | 2.62462e-03 | 2.50000e-02
  0.50 | 1.34052e-03 | 1.33835e-03 | 2.50000e-03
  5.00 | 2.29448e-04 | 2.29438e-04 | 2.50000e-04
 50.00 | 2.47756e-05 | 2.47756e-05 | 2.50000e-05
low-frequency limit: 2.96956e-03 hartree
HIGH FREQUENCY
sum of w |mu|^2: 1.000000 a.u. (N/2 = 1.0)
mean squared total momentum: 0.45355 a.u.
two-term expansion, omega 50.0: 2.47732e-05 hartree
STRONGER COUPLING
lambda: 0.3 a.u.; omega: 0.5 hartree
formula: 4.82589e-02 hartree
diagonalized: 4.57530e-02 hartree
bound lam^2 N/(4 omega): 9.00000e-02 hartree
bound from variance: 1.06904e-01 hartree
LAMBDA^2 = KAPPA * OMEGA
kappa: 2.0e-04 a.u.; omega: 200.0 hartree
diagonalized: 9.97738e-05 hartree
limit kappa N/4: 1.00000e-04 hartree
TWO-STATE MODEL, lambda 0.05 a.u., omega 50.0 hartree
square of projected dipole: 1.95587e-05 hartree
projection of squared dipole: 4.23631e-04 hartree
predicted leftover: 4.06283e-04 hartree
```
